# The 22 NDDO Two-Centre Integrals and the Dewar–Thiel Multipole Model: a numerical check

```python
# Under test: NDDO integrals (mn|ls), m,n on atom A (origin), l,s on atom B (0,0,R), sp basis.
# Claim 1: 34 of 100 are nonzero, 22 distinct, 21 independent, (xy|xy)=[(xx|xx)-(xx|yy)]/2.
# Claim 2: Dewar-Thiel point charges: separations D1, D2 match the STO dipole and quadrupole,
# kernel 1/sqrt(r^2+(rho_A+rho_B)^2), rho0,1,2 fixed by g_ss, h_sp=(sp|sp), h_pp=(xy|xy).
# STO: r^(n-1) exp(-zeta r), exponents zs, zp. Hartree atomic units.
import numpy as np
from math import factorial, sqrt, pi, exp, cos, sin
from scipy.special import gammainc, gammaincc, gamma, roots_legendre
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf import gto
EV = physical_constants['Hartree energy in eV'][0]
PAIRS = [(0,0),(0,1),(0,2),(0,3),(1,1),(2,2),(3,3),(1,2),(1,3),(2,3)]
NAMES = ['ss','sx','sy','sz','xx','yy','zz','xy','xz','yz']
IX = {k: i for i, k in enumerate(NAMES)}
LIST22 = [(a, b) for a in ('ss','sz','zz','xx') for b in ('ss','sz','zz','xx')] + \
    [('xx','yy'),('sx','sx'),('sx','xz'),('xz','sx'),('xz','xz'),('xy','xy')]

def atom(n, zs, zp):
    D1 = (2*n+1)/sqrt(3)*(4*zs*zp)**(n+0.5)/(zs+zp)**(2*n+2)
    D2 = sqrt((4*n*n+6*n+2)/20)/zp
    return dict(n=n, zs=zs, zp=zp, D=(0.0, D1, D2), rho=(0.0, 0.0, 0.0))

def fields(at, r, u, potential):
    """Densities of the orbital products, or their electrostatic potentials."""
    n = at['n']; p = 2*n-2; zs, zp = at['zs'], at['zp']
    def rad(z1, z2, l):
        N = (4*z1*z2)**(n+0.5)/factorial(2*n); b = z1+z2
        if not potential:
            return N*r**p*np.exp(-b*r)
        k1, k2 = p+l+3, p+2-l
        return 4*pi/(2*l+1)*N*(gamma(k1)*gammainc(k1, b*r)/b**k1/r**(l+1)
                               + r**l*gamma(k2)*gammaincc(k2, b*r)/b**k2)
    one = np.ones_like(u[0]); out = [rad(zs, zs, 0)*one/(4*pi)]
    if n > 1:
        sp, p0, p2 = rad(zs, zp, 1), rad(zp, zp, 0), rad(zp, zp, 2)
        for i, j in PAIRS[1:]:
            if i == 0:
                out.append(sqrt(3)/(4*pi)*sp*u[j-1]*one)
            else:
                d = float(i == j)
                out.append((3*p2*(u[i-1]*u[j-1]-d/3)+d*p0)*one/(4*pi))
    return np.array(out).reshape(len(out), -1)

def gl(n, lo, hi):
    x, w = roots_legendre(n); return lo+(hi-lo)*(x+1)/2, w*(hi-lo)/2
PHI = (2*pi*(np.arange(10)+0.3)/10)[None, None, :]

def two_centre(A, B, R):
    """Potential of A times density of B in prolate spheroidal coordinates."""
    t, wt = gl(60, 0, 36/R); e, we = gl(80, -1, 1)
    t, wt, e, we = t[:,None,None], wt[:,None,None], e[None,:,None], we[None,:,None]
    rA, rB = R/2*(1+t+e), R/2*(t+(1-e))
    c = R/2*np.sqrt(t*(t+2)*(1-e)*(1+e)); x, y = c*np.cos(PHI), c*np.sin(PHI)
    zA, zB = R/2*(1+(1+t)*e), R/2*((1+t)*e-1)
    w = (wt*we*R/2*rA*rB*2*pi/10*np.ones_like(x)).ravel()
    return fields(A, rA, (x/rA, y/rA, zA/rA), True) @ (fields(B, rB, (x/rB, y/rB, zB/rB), False)*w).T

def sphere():
    r, wr = gl(120, 0, 30); c, wc = gl(8, -1, 1)
    r, wr, c, wc = r[:,None,None], wr[:,None,None], c[None,:,None], wc[None,:,None]
    s = np.sqrt(1-c*c); o = np.ones((120, 8, 10))
    u = (s*np.cos(PHI)*o, s*np.sin(PHI)*o, c*o)
    return r, u, (wr*wc*r*r*2*pi/10*o).ravel()
def one_centre(A):
    r, u, w = sphere(); return fields(A, r, u, True) @ (fields(A, r, u, False)*w).T

def charges(at, k):
    """Point charges (q, position, l) representing orbital product k."""
    i, j = PAIRS[k]; E = np.eye(4)[:, 1:]; D = at['D']; O = np.zeros(3)
    if j == 0: return [(1.0, O, 0)]
    if i == 0: return [(s/2, s*D[1]*E[j], 1) for s in (1, -1)]
    if i == j: return [(1.0, O, 0), (-0.5, O, 2)]+[(0.25, 2*s*D[2]*E[i], 2) for s in (1, -1)]
    return [(s*t/4, D[2]*(s*E[i]+t*E[j]), 2) for s in (1, -1) for t in (1, -1)]
def charge_sums(A, B, R):
    Z = np.array([0, 0, R])
    return np.array([[sum(q*Q/sqrt(np.sum((Z+P-p)**2)+(A['rho'][l]+B['rho'][L])**2)
        for q, p, l in charges(A, i) for Q, P, L in charges(B, j)) for j in range(10)] for i in range(10)])
def moments(q, X):
    r2 = sum(x*x for x in X)
    return np.array([q.sum()]+[q@x for x in X]
        + [q@(1.5*X[a]*X[b]-0.5*r2*(a == b)) for a in range(3) for b in range(3)])

def elem(X, Y, R, A, B):
    """Closed formulas for the interaction of multipole X on A with Y on B."""
    lo = {'q': 0, 'm': 1, 'Q': 2}; lA, lB = lo[X[0]], lo[Y[0]]
    a, b = A['D'][lA], B['D'][lB]; add = A['rho'][lA]+B['rho'][lB]; S = (1, -1)
    f = lambda u, v=0.0: 1/sqrt(u*u+v*v+add*add)
    if Y == 'Qyy' and X == 'q': Y = 'Qxx'
    k = X+Y
    if k == 'qq': return f(R)
    if k == 'qmz': return sum(t*f(R+t*b) for t in S)/2
    if k == 'qQzz': return sum(f(R+2*t*b) for t in S)/4-f(R)/2
    if k == 'qQxx': return f(R, 2*b)/2-f(R)/2
    if k == 'mzmz': return sum(s*t*f(R+t*b-s*a) for s in S for t in S)/4
    if k == 'mxmx': return (f(R, a-b)-f(R, a+b))/2
    if k == 'mzQzz': return sum(s*(sum(f(R-s*a+2*t*b) for t in S)/8-f(R-s*a)/4) for s in S)
    if k == 'mzQxx': return sum(s*(f(R-s*a, 2*b)-f(R-s*a)) for s in S)/4
    if k == 'mxQxz': return sum(t*(f(R+t*b, a-b)-f(R+t*b, a+b)) for t in S)/4
    if k == 'QxzQxz': return sum(s*t*(f(R+t*b-s*a, a-b)-f(R+t*b-s*a, a+b)) for s in S for t in S)/8
    if k == 'QzzQzz': return sum(f(R+2*t*b-2*s*a) for s in S for t in S)/16 \
        - sum(f(R+2*s*a)+f(R+2*s*b) for s in S)/8+f(R)/4
    if k == 'QzzQxx': return sum(f(R+2*s*a, 2*b)-f(R+2*s*a) for s in S)/8-f(R, 2*b)/4+f(R)/4
    if k == 'QxxQxx': return (f(R, 2*a-2*b)+f(R, 2*a+2*b))/8-(f(R, 2*a)+f(R, 2*b)-f(R))/4
    if k == 'QxxQyy': return (f(R, 2*sqrt(a*a+b*b))-f(R, 2*a)-f(R, 2*b)+f(R))/4
    if k == 'QxyQxy': return (f(R, sqrt(2)*(a-b))+f(R, sqrt(2)*(a+b)))/4-f(R, sqrt(2*a*a+2*b*b))/2
    return elem(Y, X, -R, B, A)
PARTS = dict(ss=['q'], sx=['mx'], sz=['mz'], xx=['q','Qxx'], yy=['q','Qyy'], zz=['q','Qzz'],
             xz=['Qxz'], xy=['Qxy'])
def closed(a, b, R, A, B, invariant=True):
    if a == 'xy' and invariant: return (elem('Qxx','Qxx',R,A,B)-elem('Qxx','Qyy',R,A,B))/2
    return sum(elem(X, Y, R, A, B) for X in PARTS[a] for Y in PARTS[b])
def distinct(v):
    v = np.sort(v[np.abs(v) > 1e-10]); return len(v), 1+int(np.sum(np.diff(v) > 1e-9))
def rep(ang, mirror=1):
    U = np.eye(4); U[1:3,1:3] = [[cos(ang), sin(ang)], [-mirror*sin(ang), mirror*cos(ang)]]
    return np.array([[U[i,k]*U[j,l]+(k != l)*U[i,l]*U[j,k] for k, l in PAIRS] for i, j in PAIRS])

# symmetry count from the projector onto invariant 10x10 matrices
angs = 2*pi*np.arange(12)/12
Prot = sum(np.kron(rep(a), rep(a)) for a in angs)/12
P = (Prot+sum(np.kron(rep(a, -1), rep(a, -1)) for a in angs)/12)/2
rows = [tuple(r) for r in np.round(P, 10) if np.abs(r).max() > 1e-10]
cnt = (len(rows), len(set(rows)), np.linalg.matrix_rank(P, 1e-8), np.linalg.matrix_rank(Prot, 1e-8))
assert cnt == (34, 22, 21, 26)
print("projector: nonzero %d, distinct %d, independent %d; rotations only %d" % cnt)
# rank of the 22 integrals over random Gaussian sp pairs
rng = np.random.default_rng(1); samp = []
for _ in range(60):
    e = rng.uniform(0.3, 1.5, 4)
    m = gto.M(atom='C 0 0 0; O 0 0 %f' % rng.uniform(1, 4), unit='Bohr', verbose=0,
        basis={'C': [[0,[e[0],1.0]],[1,[e[1],1.0]]], 'O': [[0,[e[2],1.0]],[1,[e[3],1.0]]]})
    g = m.intor('int2e')[:4,:4,4:,4:]
    samp.append([g[PAIRS[IX[a]]+PAIRS[IX[b]]] for a, b in LIST22])
samp = np.array(samp); sv = np.linalg.svd(samp/np.linalg.norm(samp, axis=0), compute_uv=False)
assert sv[20]/sv[0] > 1e-8 and sv[21]/sv[0] < 1e-12
print("Gaussian samples: relative singular values 21, 22 = %.1e, %.1e" % (sv[20]/sv[0], sv[21]/sv[0]))
# validation of the STO quadrature
H = atom(1, 1.0, 1.0)
assert abs(two_centre(H, H, 2.0)[0,0]-(0.5-exp(-4)*(0.5+11/8+1.5+4/6))) < 1e-10
m = gto.M(atom='C 0 0 0; O 0 0 2.2', unit='Bohr', basis='sto-6g', verbose=0)
g = m.intor('int2e')[1:5,1:5,6:10,6:10]
G6 = np.array([[g[p+q] for q in PAIRS] for p in PAIRS])
d6 = np.abs(G6-two_centre(atom(2,1.72,1.72), atom(2,2.25,2.25), 2.2)).max()
assert d6 < 2e-3   # limited by the six-Gaussian fit of the STO
print("STO quadrature vs STO-6G, max difference = %.1e hartree" % d6)

A, B, R = atom(2, 1.8, 1.6), atom(2, 2.4, 2.2), 2.5
# charge, dipole, traceless quadrupole: STO quadrature against point charges
r, u, w = sphere(); X = [(r*c).ravel() for c in u]
for at in (A, B, atom(3, 1.7, 1.3)):
    dens = fields(at, r, u, False)*w
    for k in range(10):
        ch = charges(at, k); pos = np.array([c[1] for c in ch]).T
        assert np.abs(moments(dens[k], X)-moments(np.array([c[0] for c in ch]), pos)).max() < 1e-10
print("R = %.2f bohr, n = %d on both atoms" % (R, A['n']))
h1 = lambda p, D: 1/(4*p)-1/(4*np.sqrt(D*D+p*p))
h2 = lambda p, D: 1/(8*p)-1/(4*np.sqrt(D*D+p*p))+1/(8*np.sqrt(2*D*D+p*p))
for nm, at in (('A', A), ('B', B)):
    o = one_centre(at); v = lambda a, b: o[IX[a], IX[b]]
    gss, hsp, hpp = v('ss','ss'), v('sz','sz'), v('xy','xy'); D = at['D']
    assert abs(gss-93*at['zs']/256) < 1e-10 and abs(hpp-(v('xx','xx')-v('xx','yy'))/2) < 1e-10
    grid = np.linspace(0.02, 5, 400)
    assert np.all(np.diff(h1(grid, D[1])) < 0) and np.all(np.diff(h2(grid, D[2])) < 0)
    at['rho'] = (1/(2*gss), brentq(lambda p: h1(p, D[1])-hsp, 1e-3, 50, xtol=1e-14),
                 brentq(lambda p: h2(p, D[2])-hpp, 1e-3, 50, xtol=1e-14))
    M0 = charge_sums(at, at, 0.0)
    for a, ref in (('ss',gss),('sx',hsp),('sz',hsp),('xz',hpp),('xy',hpp)):
        assert abs(M0[IX[a], IX[a]]-ref) < 1e-11
    xy0 = closed('xy','xy',0.0,at,at); assert abs(xy0-hpp) > 1e-3
    print("%s: zs = %.2f, zp = %.2f 1/bohr; D1 = %.5f, D2 = %.5f bohr" % (nm, at['zs'], at['zp'], D[1], D[2]))
    print("%s: g_ss = %.5f, h_sp = %.5f, h_pp = %.5f hartree" % (nm, gss, hsp, hpp))
    print("%s: rho0 = %.5f, rho1 = %.5f, rho2 = %.5f bohr" % ((nm,)+at['rho']))
    print("%s: g_sp, g_pp, g_p2 STO = %.5f %.5f %.5f hartree" % (nm, v('ss','zz'), v('zz','zz'), v('xx','yy')))
    print("%s: model at R=0        = %.5f %.5f %.5f hartree" % (nm, M0[0,6], M0[6,6], M0[4,5]))
    print("%s: invariant (xy|xy) at R=0 = %.5f hartree" % (nm, xy0))

ref = two_centre(A, B, R); cs = charge_sums(A, B, R)
c1, c2 = distinct(ref.ravel()), distinct(cs.ravel())
c3, c4 = distinct(np.abs(two_centre(A, A, R)).ravel())[1], distinct(two_centre(A, H, R).ravel())[1]
assert c1 == (34, 22) and c2 == (34, 22) and c3 == 15 and c4 == 4
assert abs(ref[7,7]-(ref[4,4]-ref[4,5])/2) < 1e-11
print("STO integrals: nonzero %d, distinct %d; homonuclear %d; sp-s pair %d" % (c1+(c3, c4)))
for RR in (0.0, 0.7, R, 6.0):
    M = charge_sums(A, B, RR)
    for a, b in LIST22: assert abs(closed(a, b, RR, A, B, False)-M[IX[a], IX[b]]) < 1e-13
# dependence on the choice of the x axis
Dg = rep(0.4); fix = cs.copy(); fix[7,7] = closed('xy','xy',R,A,B)
vr, vc, vf = (np.abs(Dg@M@Dg.T-M).max() for M in (ref, cs, fix))
assert vr < 1e-11 and vf < 1e-13 and vc > 1e-5
print("(xy|xy): square charges %.6f, invariant rule %.6f hartree" % (cs[7,7], fix[7,7]))
print("max change on 0.4 rad rotation: square %.1e, rule %.1e hartree" % (vc, vf))
print("integral   model      STO (hartree)")
for a, b in LIST22: print("(%s|%s) %10.6f %10.6f" % (a, b, closed(a,b,R,A,B), ref[IX[a],IX[b]]))
err = max(abs(closed(a,b,R,A,B)-ref[IX[a],IX[b]]) for a, b in LIST22)
print("max |model-STO| = %.5f hartree = %.3f eV" % (err, err*EV))
print("(ss|ss): model %.3f eV, STO %.3f eV, 1/R %.3f eV" % (cs[0,0]*EV, ref[0,0]*EV, EV/R))
# large R: pure multipole parts (subtract ss from xx, yy, zz) against the model with rho = 0
T = np.eye(10); T[4:7, 0] = -1
A0, B0 = dict(A, rho=(0,0,0)), dict(B, rho=(0,0,0)); dev = {}
for RR in (20.0, 40.0):
    far = two_centre(A, B, RR); E = T@far@T.T
    dev[RR] = np.array([(closed(a,b,RR,A0,B0) if a == 'xy' else elem(PARTS[a][-1], PARTS[b][-1], RR, A0, B0))
                        / E[IX[a], IX[b]]-1 for a, b in LIST22])
ratio = dev[40.0][1:]/dev[20.0][1:]
assert abs(dev[40.0][0]) < 1e-11 and np.abs(dev[40.0]).max() < 0.02
assert ratio.min() > 0.2 and ratio.max() < 0.3   # R^-2 law gives 0.25
print("rho=0 max relative error: R=20 bohr %.5f, R=40 bohr %.5f" % (np.abs(dev[20.0]).max(), np.abs(dev[40.0]).max()))
print("error ratio (40/20) range %.4f to %.4f" % (ratio.min(), ratio.max()))
tail = 40.0**3*(closed('ss','ss',40.0,A,B)-far[0,0]); add = A['rho'][0]+B['rho'][0]
quad = 40.0**3*(far[0,6]-1/40.0)
assert abs(tail/(-add*add/2)-1) < 2e-3 and abs(quad/(2*B['D'][2]**2)-1) < 1e-7
print("R=40: R^3(model-STO)(ss|ss) = %.4f, -(rho0A+rho0B)^2/2 = %.4f hartree bohr^3" % (tail, -add*add/2))
print("R=40: R^3[(ss|zz)-1/R] STO = %.4f, 2 D2B^2 = %.4f hartree bohr^3" % (quad, 2*B['D'][2]**2))
print("finished without a failed check")
```

Running it gives:

```
projector: nonzero 34, distinct 22, independent 21; rotations only 26
Gaussian samples: relative singular values 21, 22 = 2.2e-04, 1.7e-17
STO quadrature vs STO-6G, max difference = 1.2e-06 hartree
R = 2.50 bohr, n = 2 on both atoms
A: zs = 1.80, zp = 1.60 1/bohr; D1 = 0.84172, D2 = 0.76547 bohr
A: g_ss = 0.65391, h_sp = 0.13416, h_pp = 0.03375 hartree
A: rho0 = 0.76464, rho1 = 0.68611, rho2 = 0.70560 bohr
A: g_sp, g_pp, g_p2 STO = 0.61437 0.62625 0.55875 hartree
A: model at R=0        = 0.54939 0.50754 0.47862 hartree
A: invariant (xy|xy) at R=0 = 0.01446 hartree
B: zs = 2.40, zp = 2.20 1/bohr; D1 = 0.62459, D2 = 0.55670 bohr
B: g_ss = 0.87187, h_sp = 0.18294, h_pp = 0.04641 hartree
B: rho0 = 0.57348, rho1 = 0.50617, rho2 = 0.51316 bohr
B: g_sp, g_pp, g_p2 STO = 0.83317 0.86109 0.76828 hartree
B: model at R=0        = 0.73312 0.68054 0.64078 hartree
B: invariant (xy|xy) at R=0 = 0.01988 hartree
STO integrals: nonzero 34, distinct 22; homonuclear 15; sp-s pair 4
(xy|xy): square charges 0.001991, invariant rule 0.001354 hartree
max change on 0.4 rad rotation: square 3.3e-04, rule 1.1e-16 hartree
integral   model      STO (hartree)
(ss|ss)   0.352661   0.390117
(ss|sz)  -0.072480  -0.085094
(ss|zz)   0.372388   0.413546
(ss|xx)   0.340119   0.375611
(sz|ss)   0.100098   0.114691
(sz|sz)  -0.037469  -0.038502
(sz|zz)   0.108148   0.124606
(sz|xx)   0.088471   0.105407
(zz|ss)   0.389517   0.432339
(zz|sz)  -0.080489  -0.096808
(zz|zz)   0.397097   0.456027
(zz|xx)   0.367450   0.413254
(xx|ss)   0.330939   0.361714
(xx|sz)  -0.059603  -0.071143
(xx|zz)   0.343858   0.379427
(xx|xx)   0.323107   0.355355
(xx|yy)   0.320399   0.348233
(sx|sx)   0.020426   0.028935
(sx|xz)  -0.009470  -0.013239
(xz|sx)   0.014089   0.018137
(xz|xz)  -0.007944  -0.008528
(xy|xy)   0.001354   0.003561
max |model-STO| = 0.05893 hartree = 1.604 eV
(ss|ss): model 9.596 eV, STO 10.616 eV, 1/R 10.885 eV
rho=0 max relative error: R=20 bohr 0.02282, R=40 bohr 0.00563
error ratio (40/20) range 0.2465 to 0.2534
R=40: R^3(model-STO)(ss|ss) = -0.8945, -(rho0A+rho0B)^2/2 = -0.8953 hartree bohr^3
R=40: R^3[(ss|zz)-1/R] STO = 0.6198, 2 D2B^2 = 0.6198 hartree bohr^3
finished without a failed check
```
